# A special quasirandom supercell for monolayer Mo0.5W0.5S2

A cell of 48 metal sites can reproduce the fully random Mo\(_{0.5}\)W\(_{0.5}\)S\(_2\) monolayer without error in its four nearest pair shells and in every triplet class with sides up to \(\sqrt3\,a\), where \(a\) is the metal–metal distance. The cell below does so. It was found by annealing after 39015 trial swaps; none of 20000 random cells of the same size, shape and composition matched it. The advantage does not show in the six wider pair and triplet classes examined afterwards. On those the cell is an ordinary member of the random population, and a sum rule forces its distant pairs to be anticorrelated on average.

## What a random draw gets wrong

The naive scheme places 24 Mo and 24 W atoms at random on the metal sites and repeats the cell periodically. To measure how well this represents the infinite alloy, set \(s_i=+1\) on Mo and \(s_i=-1\) on W. For a class \(c\) of symmetry-equivalent clusters (all nearest-neighbour pairs, say) containing \(M_c\) clusters per cell, define

\[
P_c=\frac1{M_c}\sum_{\alpha\in c}\ \prod_{i\in\alpha}s_i .
\]

In an infinite uncorrelated alloy with Mo fraction \(x\), the mean product over \(k\) different sites factorises into \((2x-1)^k\). At \(x=1/2\) every target is therefore zero, and \(P_c\) is itself the error.

These errors matter because a per-site quantity that respects the symmetry of the layer, such as the energy, can be expanded in cluster products. At fixed composition its value per site is a constant plus a sum of terms \(J_cP_c\), with coefficients peculiar to the property. A cell with wrong \(P_c\) gives a wrong value wherever \(J_c\) is large. Band edges and gaps are not per-site averages of this kind, and zero error in a few short-ranged \(P_c\) does not guarantee them. No property is computed below; only the correlations are.

The errors of random cells follow from one identity. Half the spins are \(+1\) and half are \(-1\), so for any half-filled cell of \(N\) sites

\[
\prod_{i=1}^{N}(1+ts_i)=(1+t)^{N/2}(1-t)^{N/2}=(1-t^2)^{N/2}.
\]

The coefficient of \(t^k\) on the left is the sum of spin products over all \(\binom Nk\) sets of \(k\) sites. In a uniform random draw each such set has the same mean product, because relabelling the sites leaves the draw unchanged. That mean is the coefficient divided by \(\binom Nk\). Odd powers are absent on the right, so odd products average to zero. For \(k=2m\),

\[
e_{2m}=(-1)^m\frac{\binom{N/2}{m}}{\binom{N}{2m}},\qquad
e_2=-\frac1{N-1},\qquad e_4=\frac{3}{(N-1)(N-3)} .
\]

The first fault is thus a bias. The mean pair correlation is \(-1/47=-0.0213\), not zero: once one site holds Mo, only 23 of the other 47 sites can hold Mo.

The second fault is scatter. Squaring \(P_c\) gives a double sum over clusters \(\alpha,\beta\). Sites common to both contribute \(s_i^2=1\), so only the sites belonging to one cluster but not the other remain:

\[
\langle P_c^2\rangle=\frac1{M_c^2}\sum_{\alpha,\beta}e_{|\alpha\triangle\beta|},
\]

where \(|\alpha\triangle\beta|\) counts those sites and \(e_0=1\).

For nearest neighbours there are \(M=3N=144\) bonds. A given bond coincides with itself, shares one site with \(2\times5=10\) others, and is disjoint from the remaining 133. Hence

\[
\langle P_2^2\rangle=\frac{1+10e_2+133e_4}{144}
=\frac{1-0.2128+0.1887}{144}=0.00678 .
\]

The root mean square is 0.0823; the random sample gave 0.0824. Subtracting the squared mean, \(0.0213^2=0.00045\), leaves a variance of 0.00632 and a standard deviation of 0.0795.

Two remedies suggest themselves.

- **Average several random cells.** The scatter of an average over \(n\) cells is \(0.0795/\sqrt n\), which falls to the size of the bias at \(n=0.00632/0.00045\approx14\). The bias itself does not shrink with \(n\).
- **Enlarge the cell.** For large \(N\) the root mean square tends to \(1/\sqrt{3N}\), so an error of 0.01 in one cell needs about 3300 metal sites.

Drawing every site independently would remove the bias, since independent spins have \(\langle s_is_j\rangle=0\). The composition then fluctuates, with standard deviation \(\sqrt{x(1-x)/N}=0.5/\sqrt{48}=0.072\), which is large for a cell meant to have \(x=0.5\).

The alternative is to choose the arrangement instead of drawing it: keep the composition fixed and minimise

\[
Q=\sum_{c\,\in\,\text{targets}}P_c^2 .
\]

The weights are equal here. This is a choice; for a known property, weights that follow \(J_c\) would be more appropriate.

## Which clusters count as equivalent

The bare triangular lattice has sixfold symmetry, but the 1H layer does not. Of the two orientations of the smallest metal triangle, one surrounds a column of two sulfur atoms and the other surrounds an empty hollow. No symmetry operation of the layer exchanges them, so their correlations must be separate targets. If they were merged, errors of opposite sign would cancel unseen.

The targets are then

- pairs at \(a\), \(\sqrt3a\), \(2a\) and \(\sqrt7a\), with 3, 3, 3 and 6 clusters per site;
- the triangle of side \(a\) round sulfur and the one round a hollow, 1 per site each;
- the bent triplet with sides \(a,a,\sqrt3a\), 6 per site;
- the triangle of side \(\sqrt3a\), 2 per site. Its two orientations are exchanged by a mirror of the layer and form one class.

An enumeration of all triplets with sides up to \(2a\) confirmed that these four triplet classes, together with five wider ones kept aside for later, form the complete list without overlap.

The sulfur-centred triangle has a direct chemical meaning: it fixes how many Mo neighbours each sulfur has. The factor \((1+s)/2\) is 1 on Mo and 0 on W, so the fraction of sulfur columns with three Mo neighbours is

\[
f_3=\tfrac18\big\langle(1+s_1)(1+s_2)(1+s_3)\big\rangle .
\]

Expand the product and average over all sulfur columns. The single-spin terms vanish at half filling. Each nearest-neighbour bond borders one sulfur triangle and one hollow triangle, so averaging over sulfur triangles visits each bond once, and the three pair terms give \(3P_2\). With \(P_3\) for the triplet term,

\[
f_3=\frac{1+3P_2+P_3}{8}.
\]

For two Mo neighbours, reverse one sign and add the three choices of W site. Each pair product then appears once with a plus and twice with a minus, leaving \(-3P_2\), and the triplet appears three times with a minus:

\[
f_2=\frac{3(1-P_2-P_3)}8 .
\]

Exchanging Mo and W reverses \(P_3\) alone, which gives

\[
f_1=\frac{3(1-P_2+P_3)}8,\qquad f_0=\frac{1+3P_2-P_3}{8}.
\]

## Choosing a size that permits zero error

These fractions restrict the cell size. There are \(N\) sulfur columns, and \(Nf_3\) is a count. If \(P_2=P_3=0\), that count is \(N/8\), so **\(N\) must be divisible by 8**. A 6×6 cell with 36 sites cannot satisfy both conditions, however long the search.

Full enumeration of two small cells shows the rule at work. Of the 924 half-filled arrangements of the compact \(2\sqrt3\times2\sqrt3\) cell of 12 sites, 336 (a count that depends on the cell shape) have zero nearest-neighbour correlation, but none also has a zero sulfur triangle. Of the 12870 arrangements of a 4×4 cell, 2448 satisfy the first condition and 1872 satisfy both.

The same argument at another composition gives \(Nf_3=Nx^3\). At \(x=1/4\) this requires \(N\) to be a multiple of 64. In general \(x=p/q\) in lowest terms requires a multiple of \(q^3\), so for most compositions a cell of practical size cannot meet both targets. At \(x=1/4\) and \(N=48\), with \(P_2\) at its target \(1/4\), the count is \(Nf_3=1.5+6P_3\); the nearest allowed value is \(P_3=-1/12\), which misses the target \(-1/8\) by 0.042.

Divisibility is necessary but not sufficient, because the pairs obey a further constraint. Let \(C(\mathbf R)\) be the average of \(s(\mathbf r)s(\mathbf r+\mathbf R)\) over the cell. Summing over all \(N\) displacements that differ within the periodic cell,

\[
\sum_{\mathbf R}C(\mathbf R)=\frac1N\Big(\sum_i s_i\Big)^2=0,
\qquad\text{so}\qquad \sum_{\mathbf R\neq0}C(\mathbf R)=-1,
\]

because \(C(0)=1\). No finite half-filled cell can have all its pair correlations equal to zero. The deficit of \(-1\) has to go somewhere, and the cell must be large enough to hold it outside the targeted shells.

The 4×4 cell fails here. Its 15 nonzero displacements are used up by the first three shells: six at \(a\), six at \(\sqrt3a\), and three at \(2a\), where opposite displacements coincide. Thus \(6P_a+6P_{\sqrt3a}+3P_{2a}=-1\), and the Cauchy–Schwarz inequality gives

\[
1\le(36+36+9)\,(P_a^2+P_{\sqrt3a}^2+P_{2a}^2)\le 81\,Q .
\]

So \(Q\ge1/81=0.012\). This bound belongs to the 4×4 shape. The minimum over all its 12870 arrangements is higher, 0.0486; the bound ignores the discreteness of the correlations and the remaining targets.

A 48-site cell meets both requirements. It is not shown to be the smallest that does: the 40-site cell with periods \(8\mathbf a_1\) and \(\mathbf a_1+5\mathbf a_2\), whose shortest period is \(\sqrt{31}\,a\), meets them too and was not searched. Take lattice vectors \(\mathbf a_1,\mathbf a_2\) at 60° and periods \(12\mathbf a_1\) and \(4\mathbf a_1+4\mathbf a_2\), which enclose \(12\times4=48\) sites. A vector \(m\mathbf a_1+n\mathbf a_2\) has squared length \((m^2+mn+n^2)a^2\). The periods \((4,4)\) and \((12,0)-(4,4)=(8,-4)\) both have squared length \(48a^2\) and enclose 60°, so this is a compact \(4\sqrt3\times4\sqrt3\) cell with edge \(6.93a\).

Two displacements of length up to \(\sqrt7a\) differ by at most \(5.29a\), which is less than the shortest period. All \(6+6+6+12=30\) targeted displacements are therefore distinct, and 17 others remain to carry the deficit.

## The search

The number of half-filled arrangements, \(\binom{48}{24}\approx3\times10^{13}\), rules out simple enumeration. Simulated annealing with swaps keeps the composition fixed at every step:

1. Place 24 Mo and 24 W at random and compute \(Q\).
2. Pick one Mo and one W at random, exchange them, and compute the change \(\Delta Q\).
3. Draw \(u\) uniformly from \((0,1)\). Keep the swap if \(\Delta Q<-T\ln u\); otherwise undo it.
4. Lower \(T\) by a constant factor and return to step 2.
5. When the cooling ends, restart from a new random cell. Keep the best cell seen, and stop at once if \(Q=0\).

The condition in step 3 is equivalent to \(u<e^{-\Delta Q/T}\). Improvements are always accepted, and a rise is accepted with probability \(e^{-\Delta Q/T}\), which lets the search leave local minima.

The temperature has the scale of \(Q\), and two numbers set its range. The upper one is the mean \(Q\) of random cells, 0.078. The lower one is the square of the smallest step of the nearest-neighbour pair correlation. If \(n_{\rm MM}\) is the number of Mo–Mo nearest-neighbour bonds, the 24 Mo atoms have \(6\times24=144\) bond ends, of which \(2n_{\rm MM}\) lead to Mo. The number of unlike bonds is then \(144-2n_{\rm MM}\), and

\[
P_2=1-\frac{2(144-2n_{\rm MM})}{144}=\frac{4n_{\rm MM}}{144}-1 .
\]

So \(P_2\) moves in steps of \(4/144=0.028\), whose square is \(0.0008\). This is only the pair term of \(Q\). With \(P_2=m/36\) the count \(Nf_3=6+18P_2+6P_3\) becomes \(6+m/2+6P_3\), which for odd \(m\) is an integer only if \(|P_3|\ge1/12\), and the same count holds for the hollow triangles. A single step of \(P_2\) therefore costs at least \(0.0008+2/144=0.0147\) in \(Q\), and a double step at least \((2/36)^2=0.0031\). The number 0.0008 serves only as a scale for small changes of \(Q\). Some other classes have finer steps; pairs at \(\sqrt7a\), for example, move in steps of \(4/288\). The search cooled from 0.05 to 0.001, roughly between the two numbers, and this sufficed here.

Annealing carries no general guarantee of reaching the global minimum. Here the outcome certifies itself: \(Q\) is a sum of squares, so a cell with \(Q=0\) cannot be improved. When zero is not reached, the result is merely the best cell found. On the 4×4 cell, where zero is unattainable, the annealer did reach the enumerated minimum of 0.0486.

## The cell and its random competitors

The search returned this arrangement, in which column \(i=0,\dots,11\) and row \(j\) denote the site \(i\mathbf a_1+j\mathbf a_2\):

```
j = 0: MWMWMMWMWMWW
j = 1: WWMWWMWMMMWW
j = 2: MMMMWWWMMWWW
j = 3: WMMMMWMWMMWW
```

Here M is Mo and W is W. Row \(j+4\) repeats row \(j\) shifted by four columns to the right. A sulfur column stands at the centre of each triangle \((i,j),(i+1,j),(i,j+1)\).

All eight targeted correlations vanish. The sulfur columns with 0, 1, 2 and 3 Mo neighbours number 6, 18, 18 and 6, the binomial proportions 1:3:3:1 of the random alloy. The first random cell drawn has 3, 21, 21 and 3. Equal end counts mean \(P_3=0\), and \(48(1+3P_2)/8=3\) gives \(P_2=-1/6\). That cell has too many mixed environments, although its composition is perfect.

Over the 20000 random cells the median \(Q\) is 0.068 and the best is 0.0008. More than half of the mean comes from the two smallest triangles, which contribute \(2\times0.1445^2=0.042\) out of 0.078. They have only 48 clusters each, so their averages scatter most.

No random cell reached \(Q=0\). If the chance per draw is \(p\), a run of 20000 failures has probability \((1-p)^{20000}\approx e^{-20000p}\), which drops below 5% when \(p>3/20000\). At that confidence, \(p\) is below \(1.5\times10^{-4}\). The comparison is not one of equal effort, since annealing used about twice as many trials as there were draws.

## What the zero does not cover

The six classes left out of the search, pairs at \(3a\) and the five wider triplets, show whether the improvement carries over. Their summed squared error is

\[
0.0833^2+0.0556^2+0.0278^2+0.1667^2=0.0386,
\]

with the other two classes at zero. The random median is 0.0486, and 37.7% of random cells do better than the quasirandom one. This gives no sign of a substantial benefit on these six classes for this cell. Clusters of four or more sites, whose targets are also zero, were neither included in \(Q\) nor examined here. A property with important contributions from wider clusters needs those clusters in \(Q\), and probably a larger cell to accommodate them.

For distant pairs the sum rule makes a definite prediction. With the 30 inner displacements contributing nothing, the 17 outer ones must average \(-1/17=-0.059\), compared with the average of \(-1/47=-0.021\) over all 47 displacements in any half-filled cell of this size. A direct count over periodic distances gives \(-0.0588\). The six displacements at \(3a\), with \(P=-0.0833\), carry \(-0.5\) of the total deficit, and the other eleven carry the rest. Only the average is fixed: in this map the three displacements at \(\sqrt{12}a\) average \(-0.111\) and the two at \(4a\) average \(-0.333\), while the six at \(\sqrt{13}a\) average \(+0.083\). Perfect inner shells are thus paid for at the edge of the cell.

A zero average could also conceal order. Suppose some translation \(\mathbf t\) turned every Mo into W and every W into Mo. Each odd product would then change sign under \(\mathbf t\), and all triplet correlations would vanish in a plainly ordered cell. Such a cell would have \(C(\mathbf t)=-1\). In the cell found here the largest \(|C(\mathbf R)|\) is 0.33, close to the mean of 0.34 for the largest value in 500 random cells, so this kind of order is absent. A single direction can nevertheless be correlated while its shell average vanishes. Along \(\mathbf a_2\) the map has 16 Mo–Mo nearest-neighbour pairs where zero correlation needs 12, so \(C(\mathbf a_2)=16/12-1=+0.33\); the other two bond directions compensate. Direction-dependent properties should therefore be averaged over symmetry-equivalent directions or over several quasirandom cells.

## Against a real monolayer

With a lattice constant of about 0.32 nm, the cell has an edge of about 2.2 nm and an area of about 4 nm\(^2\). It contains 144 atoms, a size that density-functional calculations can handle. The ideal random lattice omits several features of a grown layer.

**Short-range order.** Growth at finite temperature can favour some neighbours over others. The estimate below assumes that the metal sites reach equilibrium at the growth temperature; order set by growth kinetics is not described by it. Let the energy be \(J\sum s_is_j=JMP_2\) over the \(M=144\) nearest-neighbour bonds; positive \(J\) favours unlike neighbours. Weighting random cells by \(e^{-JMP_2/kT}\) and expanding numerator and denominator to first order in \(J\) gives

\[
\langle P_2\rangle_J\approx
\frac{\langle P_2\rangle-\frac{JM}{kT}\langle P_2^2\rangle}{1-\frac{JM}{kT}\langle P_2\rangle}
\approx\langle P_2\rangle-\frac{JM}{kT}\,\mathrm{Var}(P_2).
\]

Take \(J=2\) meV, a chosen value and not a computed one for this alloy, and a rough growth temperature of 1000 K, where \(kT=86.2\) meV. The shift is \(-0.0232\times144\times0.00632=-0.021\); reweighting the random cells without the expansion gives \(-0.020\). These figures belong to the 48-site cell; for a large cell \(M\,\mathrm{Var}(P_2)\to1\), so the first-order shift of an extended layer is \(-J/kT=-0.023\). This is about 0.3 of the scatter between random cells, but it is not negligible beside a quasirandom cell with zero error. If the order is known, \(P_c^2\) in \(Q\) can be replaced by \((P_c-P_c^{\rm target})^2\), provided the cell can resolve the target. The present cell cannot for this \(J\). With a target of \(-0.023\) and triplet targets still zero, \(P_2=0\) costs 0.0005, \(P_2=-2/36\) costs at least 0.0011, and \(P_2=-1/36\) costs at least 0.014 because it forces both small triangles to \(|P_3|\ge1/12\). The best 48-site cell therefore still has \(P_2=0\), and order this weak needs a larger cell or an average over several cells.

**Vacancies.** At a rough density of \(10^{13}\) cm\(^{-2}\), which depends strongly on preparation, the cell would contain about 0.4 sulfur vacancies on average. A vacancy-free cell then describes the alloy between defects, not the average layer. Putting one vacancy in every cell would more than double that density.

**Relaxation.** The lattice constants of the two disulfides differ by less than 1%, so a common lattice is a reasonable starting point. The atoms should still be relaxed before energies or gaps are computed. The periods \((4,4)\) and \((8,-4)\) are multiples of those of the \(\sqrt3\times\sqrt3\) cell, so both K valleys fold onto Γ, and a gap from this one cell should be checked against other cells and sizes. Relaxation moves atoms off their ideal positions but leaves the occupation map, and hence every \(P_c\), unchanged as long as no atoms exchange sites.

The numerical output lists the correlations class by class.

## Values computed for the example and the checks

```
Metal sites 48, S atoms 96, random cells drawn 20000
Cell edge 6.9282 a = 2.189 nm; area 4.151 nm^2
12-site cells: 924 in all, 336 with zero nn pair, 0 also with zero S triangle
16-site cells: 12870 in all, 2448 with zero nn pair, 1872 also with zero S triangle
16-site minimum Q: enumerated 0.048611, annealed 0.048611
SQS map, i = 0..11 along each row (M = Mo, W = W):
  j = 0: MWMWMMWMWMWW
  j = 1: WWMWWMWMMMWW
  j = 2: MMMMWWWMMWWW
  j = 3: WMMMMWMWMMWW
Annealing trials used: 39015
Class | clusters per site | SQS value | random rms: formula, sampled
  pair a (target) | 3 | +0.0000 | 0.0823, 0.0824
  pair sqrt3 a (target) | 3 | +0.0000 | 0.0823, 0.0830
  pair 2a (target) | 3 | +0.0000 | 0.0823, 0.0825
  pair sqrt7 a (target) | 6 | +0.0000 | 0.0561, 0.0561
  triangle a, round S (target) | 1 | +0.0000 | 0.1445, 0.1444
  triangle a, round hollow (target) | 1 | +0.0000 | 0.1445, 0.1451
  bent a,a,sqrt3 a (target) | 6 | +0.0000 | 0.0548, 0.0542
  triangle sqrt3 a (target) | 2 | +0.0000 | 0.0987, 0.0985
  pair 3a (held out) | 3 | -0.0833 | 0.0823, 0.0822
  straight a,a,2a (held out) | 3 | +0.0000 | 0.0819, 0.0816
  right-angled, first (held out) | 6 | -0.0556 | 0.0578, 0.0577
  right-angled, second (held out) | 6 | -0.0278 | 0.0578, 0.0581
  triangle 2a, first (held out) | 1 | +0.0000 | 0.1445, 0.1448
  triangle 2a, second (held out) | 1 | -0.1667 | 0.1445, 0.1449
Target Q of SQS: 0.000000
Target Q of random cells: formula mean 0.07796, sampled mean 0.07816
Target Q of random cells: median 0.06809, best 0.00077
Random cells with target Q no larger than SQS: 0
Held-out Q: SQS 0.03858, random mean 0.06210, random median 0.04861
Share of random cells with smaller held-out Q: 37.7 %
Mean nn pair of random cells: formula -0.02128, sampled -0.02073
Standard deviation of nn pair, random cells: 0.0795
S columns with 0,1,2,3 Mo neighbours, SQS: [6, 18, 18, 6]
Same, first random cell: [3, 21, 21, 3]
Mean pair correlation over the 17 outer displacements, SQS: -0.05882
Largest single-displacement |C|: SQS 0.3333, mean of 500 random cells 0.3445
Ordering: J 2.0 meV, T 1000 K, kT 86.17 meV, J/kT 0.0232
Ordering shift of nn pair: first order -0.0211, reweighted -0.0204
Composition standard deviation of an open 48-site patch: 0.0722
Rough lattice constants 0.316, 0.315 nm; misfit 0.3 %
S vacancies per cell at 1e+13 cm^-2: 0.42
```
